# Why relaxor strain can be large with little hysteresis

Two model materials have the same electrostriction coefficient, $Q=0.025\ \mathrm{m^4/C^2}$, and both reach a polarization of $25\ \mathrm{\mu C/cm^2}$ at $40.7\ \mathrm{kV/cm}$. When the field is raised from zero to this value, the first, a relaxor, lengthens by 0.156 %. The second, a poled ferroelectric, lengthens by 0.056 %. In a slow alternating cycle at 1 Hz, the ferroelectric's strain at half the peak field differs between rising and falling field by 51 % of the peak strain, which is 0.156 % when measured from the unpolarized state. For the relaxor the difference is 0.05 % of the peak strain. This contrast belongs to a field that reverses; the case of a field that keeps its sign is taken up below. Since $Q$ and the end point are the same, the explanation must lie in where the polarization starts and how it gets there.

## Strain follows the square of polarization

Let $P$ be the polarization and $E$ the field, both along the axis on which strain is measured. Tensile stress $\sigma$ is positive, $s$ is the elastic compliance, and the polarization is uniform for now. Take the free energy per unit volume

$$G=\tfrac12 aP^2+\tfrac14 bP^4-EP-Q\sigma P^2-\tfrac12 s\sigma^2 .$$

The strain $S$ is minus the derivative of the equilibrium energy with respect to stress. The equilibrium $P$ also shifts with stress, but this contributes $(\partial G/\partial P)(dP/d\sigma)$, which vanishes because $\partial G/\partial P=0$ at equilibrium. Only the explicit dependence on $\sigma$ remains:

$$S=-\frac{\partial G}{\partial\sigma}=s\sigma+QP^2 .$$

For a stress-free sample, measured from its unpolarized state,

$$S=QP^2=0.025\times(0.25)^2=0.025\times0.0625=0.0015625,$$

which is 0.16 %. A layer $100\ \mathrm{\mu m}$ thick lengthens by 156 nm. Reversing $P$ leaves $S$ unchanged, so the strain has the same sign for both field directions.

This law holds for the ferroelectric too. As long as the polarization is uniform, strain is a single-valued function of $P$ in both models, so electrostriction by itself cannot account for low hysteresis. Any hysteresis in $S(E)$ enters through $P(E)$.

## One equilibrium state for each field

At zero stress the equilibrium condition $\partial G/\partial P=0$ reads

$$E=aP+bP^3 .$$

The relaxor is taken above its freezing temperature, in the ergodic state: once the field is removed, it returns to zero average polarization within the time of observation. In the model this means $a>0$. We also take $b>0$, which excludes a field-induced jump to a ferroelectric state. The slope of the field against polarization is then

$$k=\frac{dE}{dP}=a+3bP^2\ge a>0 .$$

The field rises steadily with $P$, so each field has one equilibrium polarization. There is no second minimum and no barrier to cross. A sufficiently slow increase and decrease of field retrace the same curve, and the strain does the same.

Reversibility would be of little use if the polarization stayed small. At low field $P=E/a$, and the relative permittivity $\varepsilon_r$ fixes $a=1/(\varepsilon_0\varepsilon_r)$, where $\varepsilon_r-1$ has been replaced by $\varepsilon_r$ because $\varepsilon_r$ is large. For $\varepsilon_r=15000$, $a=7.53\times10^6\ \mathrm{V\,m/C}$. With $b=1.4\times10^8\ \mathrm{V\,m^5/C^3}$, the field needed for $P=0.25\ \mathrm{C/m^2}$ has two parts:

$$aP=1.88\times10^6\ \mathrm{V/m},\qquad bP^3=2.19\times10^6\ \mathrm{V/m}.$$

These are 18.8 and 21.9 kV/cm, together 40.7 kV/cm. If $\varepsilon_r$ were 1000, the linear part alone would be fifteen times larger, about 280 kV/cm, well above a rough ceramic breakdown field of 100 kV/cm. The large strain therefore needs a soft polarization as well as a suitable $Q$.

The strain is quadratic in $P$, but it is quadratic in $E$ only at low field. From $S=QP^2$ we have $d\ln S=2\,d\ln P$, and $dP/dE=1/k$, so

$$\frac{d\ln S}{d\ln E}=2\,\frac{E}{P}\frac{dP}{dE}=\frac{2E}{P(a+3bP^2)} .$$

When $bP^2\ll a$, $E\approx aP$ and the exponent is 2. When $bP^2\gg a$, $E\approx bP^3$ and the exponent tends to $2/3$. At 10, 20 and 40.7 kV/cm the strains are 0.030, 0.074 and 0.156 %, with local exponents 1.47, 1.17 and 0.96. Near the working point the curve looks almost linear, although its origin is quadratic electrostriction.

## What the ferroelectric has already spent

For the ferroelectric, replace $a$ by $a_f<0$ and $b$ by $b_f>0$. At zero field the nonzero solutions satisfy $a_f+b_fP^2=0$, so the remanent polarization $P_r$ obeys $P_r^2=-a_f/b_f$. Hence

$$E=b_fP(P^2-P_r^2).$$

We choose $P_r=0.20\ \mathrm{C/m^2}$ and hold the peak field, the peak polarization and $Q$ at the relaxor's values. This fixes $b_f=7.24\times10^8\ \mathrm{V\,m^5/C^3}$.

The poled sample already carries the strain $QP_r^2=0.100\ \%$ before the field is applied. A field along the poling direction can add only the difference:

$$\Delta S=Q(P^2-P_r^2)=0.025\times(0.0625-0.0400)=0.00056 .$$

This is the 0.056 % of the opening comparison. The relaxor's stroke is larger by the factor $P^2/(P^2-P_r^2)=2.78$ because its polarization, and hence its strain, starts from zero. The same formula shows what happens if a relaxor is cooled until some polarization $P_r$ survives removal of the field: at equal peak polarization, and with a field that does not reverse, its repeatable stroke falls by $QP_r^2$.

## Where the ferroelectric loop comes from

Now let the field alternate. Starting from negative polarization, a rising positive field makes the occupied state less stable, until its minimum disappears where $dE/dP=0$:

$$b_f(3P^2-P_r^2)=0,\qquad P_1=-\frac{P_r}{\sqrt3}.$$

Substitution into $E(P)$ gives the switching field of this uniform model:

$$E_c=b_f\left(-\frac{P_r}{\sqrt3}\right)\left(\frac{P_r^2}{3}-P_r^2\right)=\frac{2b_fP_r^3}{3\sqrt3}=22.3\ \mathrm{kV/cm}.$$

The cubic equation for $P$ at $E_c$ has no $P^2$ term, so its three roots sum to zero. Since $P_1$ is a double root, the remaining root is $P_2=2P_r/\sqrt3$, and the polarization jumps there.

To find the energy lost, describe the motion by

$$\gamma\frac{dP}{dt}=-\frac{\partial G}{\partial P},\qquad \gamma>0 .$$

At fixed field, $dG/dt=(\partial G/\partial P)(dP/dt)=-\gamma(dP/dt)^2$. The energy dissipated in a jump is therefore the drop in $G$. With $u=P/P_r$ and $E=E_c$,

$$\frac{G}{b_fP_r^4}=-\frac{u^2}{2}+\frac{u^4}{4}-\frac{2u}{3\sqrt3}.$$

At $u=-1/\sqrt3$ this is $-1/6+1/36+2/9=1/12$. At $u=2/\sqrt3$ it is $-2/3+4/9-4/9=-2/3$. The drop is $1/12+2/3=3/4$. There are two jumps per cycle, so in the limit of slow drive

$$W=\tfrac32 b_fP_r^4=1.74\times10^6\ \mathrm{J/m^3}.$$

Slowing the drive does not remove this loss. Keeping the field along the poling direction does: the uniform sample then never switches, and only a small lag remains. That lag is in fact smaller than the relaxor's, because the poled state is stiffer: for a field $E_m(1-\cos 2\pi ft)/2$ with peak $E_m=40.7$ kV/cm at $f=1$ Hz, the gap at half the peak field is 0.006 % of the ferroelectric's stroke against 0.026 % of the relaxor's. The model therefore explains the contrast under a reversing field only. The hysteresis of real poled ceramics under a field of one sign comes mainly from domain-wall motion, which is not in the model. Integrating the equation of motion with $\gamma=753\ \mathrm{V\,m\,s/C}$ gives 1812 kJ/m³ at 10 Hz and 1753 kJ/m³ at 1 Hz, approaching the limit of 1736 kJ/m³ from above. At half the peak field, 20.3 kV/cm, the 1 Hz strain is 0.051 % on the rising branch, where the sample has not yet switched, and 0.131 % on the falling branch. This gap of 51 % depends on reading just below the switching field. For slow drive it is 23 % at a quarter of the peak field and vanishes above $E_c$, for instance at 0.6 of the peak field, or at half the peak field if $P_r=0.19\ \mathrm{C/m^2}$, for which $E_c=16.3$ kV/cm. The loop area is the sturdier measure.

## The hysteresis that remains in the relaxor

The relaxor has no jump, but its polarization lags behind a changing field. Let $P_0$ be the equilibrium polarization at the present field and write $P=P_0-\delta$ while the field rises. For small $\delta$, $aP+bP^3\approx E-k\delta$, so the equation of motion becomes $\gamma\,dP/dt=k\delta$. To leading order $dP/dt=(dE/dt)/k$, and hence

$$\delta=\frac{\gamma}{k^2}\frac{dE}{dt}.$$

At the same field on the way down, $P=P_0+\delta$. The strain gap is

$$Q(P_0+\delta)^2-Q(P_0-\delta)^2=4QP_0\delta=\frac{4QP_0\gamma}{k^2}\frac{dE}{dt},$$

with $dE/dt$ taken on the rising branch. To this order the gap is proportional to frequency at fixed field amplitude. That requires a period long compared with the relaxation time: for the example below the gap per unit frequency is already 22 % higher at 300 Hz, and the gap levels off near 60 % of the peak strain at 1 to 3 kHz. Half the peak field is also not where the gap is widest; for slow drive the largest gap over the cycle is about twice as large.

The example uses a relaxation time $\gamma/a=100\ \mathrm{\mu s}$. At half the peak field $P_0=0.1734\ \mathrm{C/m^2}$, so

$$k=7.53\times10^6+3(1.4\times10^8)(0.1734)^2=2.02\times10^7\ \mathrm{V\,m/C}.$$

For a sine wave of amplitude $E_m$ and frequency $f$, half the peak is reached at a phase of $30^\circ$, where $dE/dt=2\pi fE_m\cos30^\circ$. At 10 Hz this is $2.2\times10^8\ \mathrm{V/(m\,s)}$. The formula then gives a gap of 0.456 % of the peak strain $QP^2$, and direct time integration gives the same figure. Integration at 1 and 100 Hz gives 0.046 % and 4.6 %.

The loss behaves in the same way. Over a closed cycle the stored energy returns to its starting value, so $\oint E\,dP=\gamma\oint(dP/dt)^2dt$. For slow drive $dP/dt$ scales as $f$ and the period as $1/f$, which leaves a loss proportional to $f$. The computed values are 1.37, 13.7 and 136 kJ/m³ at 1, 10 and 100 Hz. "Low hysteresis" is thus a statement about driving slowly compared with relaxation.

A real relaxor has a broad spectrum of relaxation times rather than one. Its slow part can keep a loop open at frequencies where this model predicts almost none, especially near freezing. The percentages above illustrate the mechanism and do not predict a particular ceramic's loop.

## What must grow locally

A relaxor contains small polar regions even when its average polarization is zero, so uniform growth of $P$ needs closer examination. Let $P_3$ be the local component along the field, $P_1$ and $P_2$ the transverse components, and angle brackets a volume average. For uniform elastic constants, zero average stress and axes along the cubic crystal axes, the average longitudinal strain is

$$S_{\rm tot}=Q_{11}\langle P_3^2\rangle+Q_{12}\left(\langle P_1^2\rangle+\langle P_2^2\rangle\right).$$

Strain depends on the mean of the square, and $\langle P_3^2\rangle=\langle P_3\rangle^2+\mathrm{var}(P_3)$. If the field leaves the variances of all three components unchanged, the strain measured from zero field is $Q_{11}\langle P_3\rangle^2$. Otherwise the local coefficient $Q_{11}$ cannot in general be combined with the macroscopic polarization.

Suppose first that each region has fixed magnitude $P_{\rm loc}$ and can only flip between $+P_{\rm loc}$ and $-P_{\rm loc}$ along the field. Then $\langle P_3^2\rangle=P_{\rm loc}^2$ at every field. The average polarization grows, but the strain does not change at all.

Suppose instead that the regions rotate freely in thermal equilibrium. With $c$ the cosine of the angle to the field, give each direction the weight $e^{xc}$, where $x$ measures the aligning energy relative to the thermal energy. The mean cosine is $L=\coth x-1/x$. Integration by parts gives

$$\int_{-1}^{1}(1-c^2)e^{xc}\,dc=\frac2x\int_{-1}^{1}c\,e^{xc}\,dc,$$

because the boundary term vanishes. Dividing by the normalization gives $\langle c^2\rangle=1-2L/x$. At zero field $\langle c^2\rangle=1/3$, and the transverse sum is $P_{\rm loc}^2(1-\langle c^2\rangle)$, so the field-induced strain is

$$S=(Q_{11}-Q_{12})P_{\rm loc}^2\left(\langle c^2\rangle-\tfrac13\right)=(Q_{11}-Q_{12})P_{\rm loc}^2\left(\tfrac23-\frac{2L}{x}\right).$$

For small $x$, $L=x/3-x^3/45$. The bracket becomes $2x^2/45$, while $\langle P_3\rangle=P_{\rm loc}x/3$. Therefore $S=\tfrac25(Q_{11}-Q_{12})\langle P_3\rangle^2$: a quadratic law survives, with a different coefficient.

Take $Q_{11}=0.025$ and $Q_{12}=-0.010\ \mathrm{m^4/C^2}$, with $P_{\rm loc}=0.40\ \mathrm{C/m^2}$. A mean of $0.25\ \mathrm{C/m^2}$ requires $x=2.59$, for which $\langle c^2\rangle=0.517$. The strain is $0.035\times0.16\times(0.517-0.333)=0.00103$, or 0.10 %, about a third below 0.156 %. The 0.16 % result therefore applies if polarization grows with unchanged variances, or if $Q$ is the macroscopic ratio of strain to the square of average polarization, measured at this same polarization. A value measured at low polarization need not carry over, because in the rotating model the ratio itself changes as the dipoles align. In either case the growth must include rotation or lengthening of local dipoles; 180° flips alone will not do. Even rotation is not always enough: dipoles of fixed length that move only among the cube diagonals keep $P_1^2=P_2^2=P_3^2$ and give no strain along a cube axis.

## The numbers beside a real ceramic

The relaxor parameters are round values in the rough regime of lead magnesium niobate ceramics near room temperature, where permittivities of order $10^4$ and strains of order 0.1 % at tens of kV/cm are typical. The field of 40.7 kV/cm is on the high side for routine actuator use and is 0.41 of the rough breakdown field. Real actuators are often preloaded and used away from their best temperature. A constant compression of 20 MPa replaces $a$ by $a-2Q\sigma=a+1.0\times10^6\ \mathrm{V\,m/C}$ and lowers the stroke at the same field by 5.8 %, to 0.147 %. A permittivity of 10000 instead of 15000, with $b$ and the field held fixed, lowers it by 20 %, to 0.124 %. Electrostatic attraction between the electrodes produces a strain of the order of only 0.0005 % for a rough elastic modulus of 100 GPa, well below 1 % of the peak strain. In the alternating field at 100 Hz the model's loss would heat an uncooled sample by about 4.5 K/s (less if the field does not reverse), for a rough heat capacity of $3\ \mathrm{MJ/(m^3\,K)}$, so continuous operation can itself shift the temperature. The ferroelectric is a comparison model, not a named material: it reverses uniformly, whereas real ceramics switch through domains, whose reorientation through angles other than 180° adds strain of its own. Its stroke per unit field, 138 pm/V, is below the several hundred pm/V typical of soft piezoelectric ceramics, so the factor 2.78 reflects the chosen $P_r$ and is not a rule for real actuators. The remaining values are in the numerical output.

## Calculated quantities

```
INPUTS
polarization P = 0.25 C/m^2 = 25 uC/cm2
Q longitudinal = 0.025, transverse = -0.010 m^4/C^2
relative permittivity = 15000; b = 1.40e+08 V m^5/C^3
a = 7.529e+06 V m/C; relaxation time = 100 us
gamma = 752.9 V m s/C
MAIN RESULT
strain Q P^2 = 0.0015625 = 0.156 %
strain from energy derivative = 0.15625 %
field needed = 40.7 kV/cm
  linear part 18.8, cubic part 21.9 kV/cm
100 um layer: stroke 156 nm at 407 V
strain per field = 384 pm/V
RELAXOR CURVE: E (kV/cm), P (uC/cm2), strain (%), exponent
    5.0    6.20  0.0096  1.76
   10.0   10.88  0.0296  1.47
   20.0   17.16  0.0736  1.17
   30.0   21.46  0.1152  1.04
   40.7   25.00  0.1562  0.96
FERROELECTRIC WITH THE SAME PEAK POINT
remanent P = 20 uC/cm2; switching field = 22.3 kV/cm
a = -2.894e+07 V m/C; b = 7.235e+08 V m^5/C^3
strain held at zero field = 0.100 %
unipolar stroke = 0.0562 %; relaxor/ferro = 2.78
BIPOLAR CYCLES, strain read at half the peak field
half field = 20.3 kV/cm; relaxor P there = 17.34 uC/cm2
relaxor 1 Hz: gap/peak strain = 0.046 %, loss = 1.37 kJ/m^3
relaxor 10 Hz: gap/peak strain = 0.456 %, loss = 13.74 kJ/m^3
relaxor 100 Hz: gap/peak strain = 4.617 %, loss = 136.32 kJ/m^3
gap/peak by first-order formula, 10 Hz = 0.456 %
ferro 1 Hz: rising 0.051 %, falling 0.131 % strain
ferro 1 Hz: gap/peak strain = 51.3 %
ferro 1 Hz: loss = 1753 kJ/m^3
ferro 10 Hz: loss = 1812 kJ/m^3
ferro slow-drive limit of loss = 1736 kJ/m^3
LOCAL DIPOLES, same mean polarization
local P = 40 uC/cm2; x = 2.588; mean cos^2 = 0.5171
rotating: strain = 0.1029 %, apparent Q = 0.0165 m^4/C^2
flipping only: strain change = 0.0000 %
NEGLECTED EFFECTS AT THE PEAK FIELD
preload 20 MPa: stroke = 0.1472 %, change -5.8 %
permittivity 10000: strain = 0.1243 %, change -20.5 %
Maxwell-stress strain scale = 0.00051 % (modulus 100 GPa)
self-heating at 100 Hz, no cooling = 4.54 K/s
  with heat capacity 3 MJ/(m^3 K)
field / rough breakdown field (100 kV/cm) = 0.41
```
